# How surface exchange reduces oxygen flux through a mixed-conducting membrane, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The flux theorem

A dense ceramic plate separates air from a gas that is poor in oxygen. The plate is hot, and its lattice conducts both oxygen ions and electrons. Oxygen molecules split on the air side, enter the lattice as ions, cross the plate and leave as molecules on the other side. Electrons travel the opposite way, so no external wire is needed. If diffusion through the plate were the only obstacle, halving the thickness would double the flux. But oxygen must also cross two surfaces, and their resistance does not shrink when the plate is thinned. How much flux do the surfaces cost, and below what thickness does thinning cease to pay?

### Setting and statement

Let $x$ run from the feed face, $x=0$, to the sweep face, $x=L$. The oxygen pressures in the two gases are $p_1$ and $p_2$, with $p_1>p_2$. The flux $J$ counts moles of oxygen atoms per unit area and time and is positive towards increasing $x$; the flux of molecules is $J/2$. The chemical potential $\mu$ of oxygen is taken per mole of atoms. The lattice contains oxygen at concentration $c$.

The assumptions are these.

1. The plate is flat, wide compared with its thickness, gas-tight and at uniform temperature $T$. Each gas is ideal and has a uniform oxygen pressure up to the surface.
2. No net electric current flows, and the electronic conductivity is much larger than the ionic one.
3. The product $cD$ is constant through the plate, where $D$ is the oxygen self-diffusivity defined in Lemma 1.
4. At each face the flux is proportional to the jump in $\mu$ between gas and solid, with the exchange coefficient $k$ defined in Lemma 2.
5. The product $ck$ has the same value at both faces.

**Theorem.** Under these assumptions the steady flux is

$$J=\frac{J_{\rm diff}}{1+2L_c/L},\qquad L_c=\frac{D}{k},\qquad J_{\rm diff}=\frac{cD}{2L}\ln\frac{p_1}{p_2}.$$

Here $J_{\rm diff}$ is the flux that the same plate would carry between the same gases if its faces had no resistance. Since $D$ has the unit m²/s and $k$ the unit m/s, $L_c$ is a length.

Assumption 5 does not follow from making both faces of the same material. The two faces see different gases, and $k$ can depend on oxygen pressure. The size of this effect is worked out in Part II.

### Transport inside the plate

**Lemma 1.** With zero net current and local equilibrium between ions, electrons and neutral oxygen,

$$J=-t_e\,\frac{cD}{RT}\frac{d\mu}{dx},\qquad t_e=\frac{\sigma_e}{\sigma_i+\sigma_e},$$

where $\sigma_i$ and $\sigma_e$ are the ionic and electronic conductivities, and $D$ is defined by $\sigma_i=4F^2cD/(RT)$.

*Proof.* A charged particle is driven by the gradient of its electrochemical potential, which includes its electrical energy. For the ion O²⁻ and the electron these potentials, per mole, are

$$\eta_i=\mu_i-2F\phi,\qquad \eta_e=\mu_e-F\phi,$$

where $\phi$ is the electric potential and $F$ the Faraday constant. For a carrier with charge number $z$, the flux in linear response is

$$J_z=-\frac{\sigma_z}{z^2F^2}\frac{d\eta_z}{dx}.$$

The prefactor follows from Ohm's law. In a uniform material $d\eta_z=zF\,d\phi$, so the current density is $zFJ_z=-\sigma_z\,d\phi/dx$, as it should be. Direct coupling between the ion and electron fluxes is neglected; the two are linked through the electric field alone. With $z=-2$ and $z=-1$,

$$J_i=-\frac{\sigma_i}{4F^2}\frac{d\eta_i}{dx},\qquad J_e=-\frac{\sigma_e}{F^2}\frac{d\eta_e}{dx}.$$

The net current density is $-2FJ_i-FJ_e$. Setting it to zero gives $2J_i+J_e=0$, or

$$-\frac{\sigma_i}{2F^2}\frac{d\eta_i}{dx}-\frac{\sigma_e}{F^2}\frac{d\eta_e}{dx}=0
\quad\Rightarrow\quad
\frac{d\eta_e}{dx}=-\frac{\sigma_i}{2\sigma_e}\frac{d\eta_i}{dx}.$$

The minus sign shows that the total driving forces on the two carriers, from field and composition together, point in opposite directions.

Local equilibrium of the reaction O + 2e⁻ ⇌ O²⁻ means $\mu+2\eta_e=\eta_i$, hence $\mu=\eta_i-2\eta_e$. The electric potential cancels in this difference, as it must for a neutral atom. Differentiating and inserting the zero-current condition,

$$\frac{d\mu}{dx}=\frac{d\eta_i}{dx}-2\frac{d\eta_e}{dx}
=\left(1+\frac{\sigma_i}{\sigma_e}\right)\frac{d\eta_i}{dx}
=\frac{\sigma_i+\sigma_e}{\sigma_e}\frac{d\eta_i}{dx}.$$

Each ion carries one oxygen atom, so $J=J_i$. Solving the last equation for $d\eta_i/dx$ and inserting it into $J_i$,

$$J=-\frac{1}{4F^2}\,\frac{\sigma_i\sigma_e}{\sigma_i+\sigma_e}\,\frac{d\mu}{dx}.$$

Replacing $\sigma_i$ in the numerator by $4F^2cD/(RT)$ cancels $4F^2$ and gives the lemma. $\square$

Assumption 2 makes $t_e$ close to one, and the theorem sets it to one. If it is not close to one but is constant, $D$ is replaced by $t_eD$ in the flux and relaxation formulas that follow, but not in the relation between $D$ and $\sigma_i$. The result also covers electronic conduction by holes. In equilibrium with the electrons, holes have $\eta_h=-\eta_e$, so their current is driven by the same gradient and their conductivity adds to $\sigma_e$.

The diffusivity $D$ is defined here by the net flux under a gradient of $\mu$. It is not assumed to equal the diffusivity of an isotope in a chemically uniform crystal.

### Transfer across a face

At a face, let $\Delta=\mu_{\rm gas}-\mu_{\rm solid}$, where the solid value is taken just inside the surface. The coefficient $k$ is defined by the net flux into the solid near equilibrium,

$$J_{\rm in}=ck\,\frac{\Delta}{RT}.$$

The next lemma shows why such a law holds for small $\Delta$ and how $k$ is related to the exchange coefficient $k^*$ measured with an isotope.

**Lemma 2.** Suppose that one slow step controls the exchange, that it transfers $m$ oxygen atoms per event, and that it obeys mass action. Then the linear law holds for $m|\Delta|\ll RT$, and $k=mk^*$.

*Proof.* Consider ideal lattice sites, of which a fraction $\theta$ is occupied and a fraction $v=1-\theta$ is vacant. The entry step needs $m$ vacancies. It also needs $m$ atoms from the gas, whose activity is proportional to $p^{m/2}$ because one molecule supplies two atoms. The numbers of entry and exit events per area and time, in moles, are therefore

$$r_+=\kappa_+p^{m/2}v^m,\qquad r_-=\kappa_-\theta^m .$$

For these sites $\mu_{\rm solid}=RT\ln(\theta/v)+{\rm const}$. For the gas, $\mu_{\rm gas}=\tfrac12RT\ln p+{\rm const}$. Hence

$$\frac{r_+}{r_-}=\frac{\kappa_+}{\kappa_-}\left(\frac{p^{1/2}v}{\theta}\right)^m
=C\,e^{m\Delta/RT}.$$

The constant $C$ collects the rate constants and the two additive constants. At equilibrium $\Delta=0$ and the two rates are equal, so $C=1$.

Each event carries $m$ atoms. The net flux is

$$J_{\rm in}=m(r_+-r_-)=m\,r_-\left(e^{m\Delta/RT}-1\right)\simeq m^2r_0\,\frac{\Delta}{RT},$$

where $r_0$ is the common rate at equilibrium. One factor $m$ counts atoms per event; the other comes from the free energy released per event. Comparison with the definition of $k$ gives $ck=m^2r_0$.

Now let gas and solid be in chemical equilibrium, but let a fraction $f$ of the atoms in the gas be a labelled isotope, with none in the solid. An entry event brings in $mf$ labelled atoms on average, and exit events remove none. The labelled flux is $mr_0f$. The isotope coefficient is defined by writing this flux as $ck^*f$, so $ck^*=mr_0$. Division gives $k=mk^*$. $\square$

Thus $k=k^*$ when the slow step moves one atom, and $k=2k^*$ when it moves a whole molecule. Evaluation of the mass-action rates at $\theta=0.9$, with a pressure offset of one part in a million and label fraction 0.3, gives ratios 1.0000 and 2.0000. If the slow step is molecular and $k^*$ is used in place of $k$, the calculated $L_c$ is twice too large for a given $D$.

### Proof of the theorem

Call the chemical potentials of oxygen in the two gases $\mu_1$ and $\mu_2$, and those just inside the two faces $\mu(0)$ and $\mu(L)$. In steady state no oxygen accumulates anywhere, so the same $J$ crosses the feed face, every plane of the plate and the sweep face.

At the feed face oxygen enters the solid. Lemma 2 gives

$$J=ck\,\frac{\mu_1-\mu(0)}{RT}
\quad\Rightarrow\quad
\frac{\mu_1-\mu(0)}{RT}=\frac{J}{ck}.$$

Inside the plate, Lemma 1 with $t_e=1$ and constant $cD$ shows that $d\mu/dx$ is constant. The profile of $\mu$ is a straight line, and

$$\frac{\mu(0)-\mu(L)}{RT}=\frac{JL}{cD}.$$

At the sweep face oxygen leaves the solid, so the flux towards increasing $x$ is minus the flux into the solid:

$$J=-ck\,\frac{\mu_2-\mu(L)}{RT}
\quad\Rightarrow\quad
\frac{\mu(L)-\mu_2}{RT}=\frac{J}{ck}.$$

When the three differences are added, the interior potentials cancel:

$$\frac{\mu_1-\mu_2}{RT}=\frac{J}{c}\left(\frac1k+\frac LD+\frac1k\right).$$

The left side is fixed by the gases. Equilibrium between a molecule and two atoms gives $\mu=\tfrac12\mu_{{\rm O}_2}$, and for an ideal gas $\mu_{{\rm O}_2}=RT\ln p+{\rm const}$. Define

$$h=\frac{\mu_1-\mu_2}{RT}=\frac12\ln\frac{p_1}{p_2}.$$

Then

$$J=\frac{ch}{L/D+2/k}=\frac{cDh}{L}\,\frac{1}{1+2D/(kL)}.$$

The second form follows on multiplying numerator and denominator by $D/L$. Its first factor is $J_{\rm diff}$, and $D/k=L_c$. $\square$

### Remarks on the theorem

*The two faces as added thickness.* The denominator of the flux can be written as $L+2L_c$:

$$J=\frac{cDh}{L+2L_c}.$$

For the flux, each face acts like an extra layer of oxide of thickness $L_c$. A fraction $L_c/(L+2L_c)$ of the total driving force is spent at each face and $L/(L+2L_c)$ in the bulk.

*Limits.* For $L\gg 2L_c$ the flux approaches $J_{\rm diff}$ and varies as $1/L$. At $L=2L_c$ it is half of $J_{\rm diff}$. For $L\ll L_c$ it approaches

$$J_{\rm max}=\frac{cDh}{2L_c}=\frac{ckh}{2},$$

which no longer contains $L$ or $D$. Thinning the plate still raises the flux towards this ceiling, but cannot carry it past the ceiling within the linear model.

*What limits the flux.* Taking the logarithm of $J=ch/(L/D+2/k)$ and differentiating at fixed gases and thickness gives

$$\frac{\partial\ln J}{\partial\ln k}=\frac{2/k}{L/D+2/k}=\frac{2L_c}{L+2L_c},\qquad
\frac{\partial\ln J}{\partial\ln D}=\frac{L}{L+2L_c}.$$

The two sensitivities add to one. At $L=2L_c$, a small relative improvement in either coefficient gives the same gain. There is no sharp change of regime at $L_c$.

*Measuring the length.* Inverting the flux gives

$$\frac1J=\frac{L+2L_c}{cDh}.$$

For plates with the same $c$, $D$ and $k$, measured at the same temperature and gas pressures, a graph of $1/J$ against $L$ is a straight line. Extended to $1/J=0$, it meets the thickness axis at $-2L_c$. If $k$ depends on oxygen pressure, the graph can be curved, and the intercept then depends on the thicknesses used.

**Corollary.** If the exchange coefficients at the two faces are $k_1$ and $k_2$, with all other assumptions unchanged, then

$$J=\frac{J_{\rm diff}}{1+(D/k_1+D/k_2)/L}.$$

*Proof.* In the sum of the three potential differences, the first $1/k$ becomes $1/k_1$ and the last becomes $1/k_2$. The rest of the proof is unchanged. $\square$

The flux depends on the sum of the two face resistances, not on their order. The interior potentials do depend on the order, because each face takes a drop proportional to its own resistance. A highly active coating on one face removes at most that face's term. If the faces were equal before, the added thickness falls from $2L_c$ to no less than $L_c$.

## Part II. Composition, start-up and a membrane in numbers

Part I considered a plate of thickness $L$ between oxygen pressures $p_1>p_2$. The oxygen concentration is $c$, the self-diffusivity $D$ and the exchange coefficient $k$; the last two are defined by net flux under a difference of the chemical potential $\mu$ per mole of atoms. The driving force is $h=\tfrac12\ln(p_1/p_2)$. With $L_c=D/k$, the steady atom flux is

$$J=\frac{cDh}{L+2L_c}=\frac{J_{\rm diff}}{1+2L_c/L}.$$

For unequal faces $2L_c$ becomes $D/k_1+D/k_2$. These results require linear exchange, constant coefficients and dominant electronic conduction.

### The same length from composition changes

Experiments that follow a change of weight or conductivity after a pressure step record how composition changes. They yield coefficients different from $D$ and $k$.

**Lemma 3.** For small changes of composition, define the thermodynamic factor

$$\gamma=\frac{d(\mu/RT)}{d\ln c}.$$

Then Fick's law and the surface law hold with $D_{\rm chem}=\gamma D$ and $k_{\rm chem}=\gamma k$, and $D_{\rm chem}/k_{\rm chem}=L_c$.

*Proof.* The definition gives $d\mu/(RT)=\gamma\,dc/c$. Inside the plate,

$$J=-cD\,\frac{1}{RT}\frac{d\mu}{dx}=-\gamma D\,\frac{dc}{dx}.$$

At a face, let $c_g$ be the concentration the solid would have in equilibrium with the gas and $c_s$ its actual value at the surface. To first order, $\Delta/(RT)=\gamma(c_g-c_s)/c$, so

$$J_{\rm in}=ck\,\frac{\Delta}{RT}=\gamma k\,(c_g-c_s).$$

The common factor $\gamma$ cancels in the ratio. $\square$

The cancellation requires both coefficients to be of the same kind. The mixed ratio $D/k_{\rm chem}$ equals $L_c/\gamma$, and $D_{\rm chem}/k$ equals $\gamma L_c$. With $\gamma=100$, either error changes the length by a factor of 100.

A time-dependent calculation tests the theorem. Its oxide follows $\mu/RT=\ln[\theta/(1-\theta)]+5\theta$, starts at uniform occupancy $\theta=0.95$ and is placed between gases whose potentials differ by $0.01RT$. The continuity equation is followed on 41 nodes to a late time, at which the fluxes at the two faces agree within 0.1%. For $L/L_c=10$, 2 and 0.2, the steady flux divided by $J_{\rm diff}$ is 0.83333, 0.50000 and 0.09091, in agreement with the theorem to the digits shown. The first two fluxes give a thickness intercept of $-2.0000\,L_c$. With $L=2D/k$, $k_1=3k$ and $k_2=0.5k$, the flux is 1.00004 times the value in the corollary.

The steady flux through the plate is now known, with each equal face acting like an extra thickness $L_c=D/k$, and the same length follows from the coefficients for composition changes. What remains is the time the plate takes to reach steady state, a worked example in numbers, and the limits of the model.
